\section*{Vacancy energy of a stretched hydrogen ring in Hartree-Fock and full CI}

\section*{Question}

I am using a small hydrogen ring to see how electronic-structure methods treat a vacancy. Six H atoms sit on a regular hexagon of side $R$. I remove one atom, keep the other five where they were, and compute
\begin{equation}
E_v(R)=E(\mathrm{H}_5)-\tfrac56E(\mathrm{H}_6).
\end{equation}
Once the atoms are far apart there is no bond left to break, so I expect $E_v\to0$. My restricted Hartree-Fock value instead turns negative on stretching and does not seem to come back. Unrestricted Hartree-Fock behaves better, but it disagrees with full CI at intermediate spacings. Is the zero limit right? What does each method approach, and how? Could my restricted runs simply have found the wrong solution?

\section*{Answer}

Zero is the correct limit for clamped nuclei, and both full CI and unrestricted Hartree-Fock (UHF) reach it. Restricted Hartree-Fock has a different, negative limit, even when its lowest solution is found. A higher restricted solution can have a different limit, as an example below shows.

I use Hartree atomic units. ``Restricted'' means closed-shell RHF for H$_6$ and restricted open-shell HF, with three up and two down electrons, for H$_5$. Orbitals are real and may break the spatial symmetry.

\subsection*{The reference and the zero limit}

Removing a neutral atom and returning it to a reservoir of energy $\mu$ per atom costs $E(\mathrm H_5)+\mu-E(\mathrm H_6)$. Your definition takes $\mu=E(\mathrm H_6)/6$, the energy per atom of the intact ring.

Let $E_H$ be the lowest one-electron energy of an H atom in the chosen basis. At infinite separation, a site with $k$ electrons has energy at least $kE_H$, because electron repulsion is positive. For $N$ electrons the total is therefore at least $NE_H$. One electron per atom attains this bound, and a single UHF determinant can describe that state. Full CI lies between the bound and UHF, so both methods give $E(\mathrm H_N)\to NE_H$ and
\begin{equation}
E_v\to5E_H-\tfrac56(6E_H)=0 .
\end{equation}
The basis error of the free atom cancels.

\subsection*{Why the restricted limit is negative}

First keep one fixed orbital $\phi$ per site, with $h=\langle\phi|\hat h|\phi\rangle$ and $U=(\phi\phi|\phi\phi)$. If site $i$ holds $n_{i\uparrow}$ and $n_{i\downarrow}$ electrons, direct repulsion minus exchange is
\begin{equation}
\tfrac U2(n_{i\uparrow}+n_{i\downarrow})^2-\tfrac U2(n_{i\uparrow}^2+n_{i\downarrow}^2)=Un_{i\uparrow}n_{i\downarrow}.
\end{equation}
With $q_i=n_{i\uparrow}+n_{i\downarrow}$ and $m_i=n_{i\uparrow}-n_{i\downarrow}$, the energy at infinite separation is
\begin{equation}
E=\sum_i\left[hq_i+\tfrac U4(q_i^2-m_i^2)\right].
\label{site}
\end{equation}

In RHF for H$_6$ every $m_i$ vanishes. At fixed $\sum_iq_i=6$, the sum of squares is smallest for $q_i=1$, which gives $6h+\tfrac32U$. Each atom carries half an electron of each spin and pays $U/4$ for a repulsion that a real isolated atom does not have.

In restricted H$_5$ the up-spin space is the down-spin space plus one orbital $s$. Hence $m_i=|s_i|^2$, $\sum_im_i=1$ and $\sum_im_i^2\le1$. Since also $\sum_iq_i^2\ge5$, the minimum of \eqref{site} is
\begin{equation}
E(\mathrm H_5)\to5h+\tfrac U4(5-1)=5h+U .
\end{equation}
It is reached when the odd electron sits on one atom. That atom is described correctly, while the other four still pay $U/4$ each. Therefore
\begin{equation}
E_v\to5h+U-\tfrac56\left(6h+\tfrac32U\right)=-\tfrac U4 .
\end{equation}
The reference subtracts five faulty atoms, but H$_5$ contains four.

In a larger basis the site orbital relaxes. Define
\begin{equation}
E_{\rm half}=\min_\phi\left[\langle\phi|\hat h|\phi\rangle+\tfrac14(\phi\phi|\phi\phi)\right],
\qquad \Delta=E_{\rm half}-E_H .
\end{equation}
For the same pattern of occupations,
\begin{equation}
E_v\to4E_{\rm half}+E_H-5E_{\rm half}=-\Delta .
\end{equation}

The exact 1s orbital supplies an upper bound on $\Delta$ in a complete basis. Its density $e^{-2r}/\pi$ has the potential $V=[1-(1+r)e^{-2r}]/r$, since $(rV)''=-4re^{-2r}$ is Poisson's equation, with $rV\to0$ at the origin and $rV\to1$ far away. Then
\begin{align}
U&=4\int_0^\infty r^2e^{-2r}V\,dr\nonumber\\
&=4\int_0^\infty\left[re^{-2r}-(r+r^2)e^{-4r}\right]dr\nonumber\\
&=4\left(\tfrac14-\tfrac1{16}-\tfrac1{32}\right)=\tfrac58 ,
\end{align}
so $\Delta\le U/4=5/32=0.156$. Relaxation lowers it to $0.1425$ hartree, or $3.88$ eV, in the s shells of cc-pV5Z; the complete-basis value is about $0.0002$ hartree lower. In 6-31G, $\Delta=-0.348852+0.498233=0.149381$ hartree.

Changing the reservoir does not help. With a free atom, $\mu=E_H$, the restricted limit becomes $4E_{\rm half}+2E_H-6E_{\rm half}=-2\Delta$.

\subsection*{The slow tail and the symmetry of the solution}

The approach to $-\Delta$ is slow. Neutral spherical atoms have no classical interaction beyond their overlap, but exchange between sites remains. With $P^\sigma_{ij}$ the density matrix of spin $\sigma$ in the site orbitals,
\begin{equation}
E_x=-\sum_\sigma\sum_{i<j}\frac{|P^\sigma_{ij}|^2}{R_{ij}} .
\end{equation}
For H$_6$, idempotency gives $\sum_j|P_{ij}|^2=P_{ii}=\tfrac12$. Removing $j=i$, which contributes $\tfrac14$, leaves $\tfrac14$ for the other sites. No distance is shorter than $R$, so summing over two spins and six sites, with a factor $\tfrac12$ for double counting, gives
\begin{equation}
E_x\ge-\tfrac12\cdot2\cdot6\cdot\frac1{4R}=-\frac3{2R}.
\end{equation}
Three separate dimers attain this bound: the orbital $(\phi_1+\phi_2)/\sqrt2$ has $P_{12}=\tfrac12$, so each dimer contributes $-2\cdot\tfrac14/R=-1/(2R)$. In H$_5$ the best pattern is two dimers and a lone atom, with $E_x=-1/R$. Hence
\begin{equation}
E_v\simeq-\Delta-\frac1R+\frac56\cdot\frac3{2R}
=-\Delta+\frac1{4R}.
\label{tail}
\end{equation}

The fully symmetric ring is a different solution. Filling the ring orbitals of angular number $0,\pm1$ gives, for sites $d$ steps apart,
\begin{equation}
P_d=\tfrac16\left[1+2\cos(\pi d/3)\right],\qquad
P_1=\tfrac13,\quad P_2=0,\quad P_3=-\tfrac16 .
\end{equation}
There are six pairs at distance $R$ and three at $2R$, so
\begin{equation}
E_x=-2\left[\frac6{9R}+\frac3{36(2R)}\right]=-\frac{17}{12R},
\end{equation}
which is $1/(12R)$ above the dimers. At $R=14$ bohr in 6-31G, the computed difference is $0.005952$ hartree, equal to $1/(12R)$ in all printed digits. The computed $E_v=-0.131524$ hartree likewise agrees with \eqref{tail}.

So you may indeed have the wrong restricted solution. If H$_5$ keeps the orbitals of a uniform chain, its odd electron has weight $\tfrac13$ on sites 1, 3 and 5, while $q_i=1$. Then $\sum_im_i^2=\tfrac13$, and \eqref{site} gives $5h+\tfrac76U$. With fixed site orbitals the limit is $(\tfrac76-\tfrac54)U=-U/12$ instead of $-U/4$. That looks better because H$_5$ has been given too high an energy.

To look for the lowest solution, start from both uniform and dimerized orbitals, place the odd electron on different atoms, and disturb each start slightly. Direct minimization avoids the choice of occupations at each cycle. In an orthonormal basis write $P=YM^{-1}Y^T$ with $M=Y^TY$. Varying $Y$, and using $dM^{-1}=-M^{-1}(dM)M^{-1}$, gives
\begin{equation}
dE=\mathrm{tr}(F\,dP)=2\,\mathrm{tr}\left[M^{-1}Y^TF(1-P)\,dY\right],
\end{equation}
so the gradient for one spin is $2(1-P)FYM^{-1}$, where $F$ is its Fock matrix. In the restricted case the down-spin orbitals are the first columns of the up-spin $Y$, and the two gradients add on those columns. Several starts make a search, not a proof of the global minimum.

\subsection*{Numbers at finite spacing}

These are the vacancy energies in 6-31G, in hartree, from the lowest HF solutions found.
\begin{center}
\begin{tabular}{rrrr}
$R$/bohr & restricted & UHF & full CI\\
2 & $0.07120$ & $0.05456$ & $0.06723$\\
3 & $0.04024$ & $0.01188$ & $0.02973$\\
4 & $-0.01462$ & $0.00281$ & $0.00662$\\
6 & $-0.09016$ & $0.00016$ & $0.00030$\\
10 & $-0.12420$ & $0.00000$ & $0.00000$
\end{tabular}
\end{center}
For example, full CI at 2 bohr gives
\begin{equation}
E_v=-2.698566+\tfrac56(3.318953)=0.06723\ \text{hartree}=1.83\ \text{eV}.
\end{equation}
At 10 bohr the restricted result is $-1.994378+\tfrac56(2.244220)=-0.124195$ hartree, or $-3.38$ eV. Equation \eqref{tail} gives $-0.149381+0.025000=-0.12438$. The remaining $0.0002$ hartree is probably residual overlap, since the agreement is much closer at 14 bohr.

Each HF total energy lies above full CI in the same basis, but their difference $E_v$ has no such bound:
\begin{equation}
E_v^{\rm HF}-E_v^{\rm CI}=\delta_5-\tfrac56\delta_6,
\qquad \delta_N=E_N^{\rm HF}-E_N^{\rm CI}\ge0 .
\end{equation}
At 2 bohr both HF methods have $\delta_6=0.09367$, since UHF finds no spin-broken H$_6$ solution below RHF. The scaled error is $\tfrac56\delta_6=0.07806$. Restricted H$_5$ has $\delta_5=0.08203$, leaving a net error of $+0.0040$. UHF lowers H$_5$ alone, to $\delta_5=0.06539$, and the net error becomes $-0.0127$ hartree. The better total energy gives the worse difference because the errors of H$_5$ and H$_6$ cancel less completely.

Between 3 and 4 bohr the restricted curve crosses the full-CI curve and then zero. Agreement near the first crossing is accidental. The restricted H$_6$ solution found is undimerized up to 4 bohr, partly dimerized at 6 and nearly fully dimerized at 10. A plausible reading is that electron hopping, which decays with overlap, favours the uniform ring until the $1/R$ exchange gain wins.

\subsection*{How UHF and full CI approach zero}

At large $R$ the low-energy states have one electron per atom and differ in their spins. To leading order in overlap, neighbouring pairs contribute independently. Rotational invariance then limits each pair energy to a constant plus a multiple of $\mathbf S_i\cdot\mathbf S_j$. Let the H$_2$ triplet lie $w$ above two free atoms, and the singlet lie $J$ below the triplet. Since $\mathbf S_i\cdot\mathbf S_j$ is $\tfrac14$ in the triplet and $-\tfrac34$ in the singlet,
\begin{equation}
H_{\rm eff}=NE_H+\sum_{\langle ij\rangle}\left[w+J\left(\mathbf S_i\cdot\mathbf S_j-\tfrac14\right)\right].
\end{equation}
H$_6$ has six bonds and H$_5$ has four. Let $e_N$ be the lowest eigenvalue of $\sum_{\langle ij\rangle}(\mathbf S_i\cdot\mathbf S_j-\tfrac14)$. In the basis of up and down spins, each bond term gives zero for parallel spins; for antiparallel spins it has diagonal element $-\tfrac12$ and exchanges them with element $+\tfrac12$. Diagonalization gives $e_5=-2.9279$ and $e_6=-4.3028$, so
\begin{equation}
E_v^{\rm CI}\simeq(4-5)w+J\left(e_5-\tfrac56e_6\right)=0.6578\,J-w .
\label{spin}
\end{equation}

UHF instead has fixed alternating spins. If $\varepsilon$ is the UHF energy of H$_2$ relative to two free atoms, four bonds minus five bonds give $E_v^{\rm UHF}\simeq-\varepsilon$. The alternating state has expectation value $-\tfrac12$ per bond, so $\varepsilon\simeq w-J/2$.

I tested these laws in the minimal STO-3G basis at $R=6$ bohr. H$_2$ alone gives $J=349.9$ and $w=111.4$ microhartree. Equation \eqref{spin} then predicts $230.2-111.4=118.7$ after rounding, against $118.8$ microhartree from full CI on H$_5$ and H$_6$. The H$_2$ estimate for UHF is $63.7$, against a computed $63.6$. UHF is thus about half of full CI here because it lacks the spin-flip part of the energy, whose share in $E_v$ is $(0.6578-0.5)J\simeq55$ microhartree. Both values still vanish as $J$ and $w$ do.

UHF does not recover the correct spin state. At 10 bohr in 6-31G, $\langle S^2\rangle$ is $2.75$ for H$_5$ and $3.00$ for H$_6$, whereas a pure doublet and singlet have $0.75$ and $0$. The energy limit is nevertheless right because the different spin states become degenerate.

\subsection*{What the basis and the clamped nuclei leave out}

Basis 6-31G has only s functions on hydrogen, so it misses the dispersion attraction $-C_6/r^6$ between distant atoms. For two atoms along $z$, the dipole coupling is $(x_1x_2+y_1y_2-2z_1z_2)/r^3$. The squared coefficients sum to $1+1+4=6$, and second-order perturbation theory gives
\begin{equation}
C_6=6\sum_{mn}\frac{|z_{0m}|^2|z_{0n}|^2}{\omega_m+\omega_n},
\end{equation}
where $\omega_m$ are excitation energies and $z_{0m}$ dipole matrix elements. A sum over p-type pseudostates gives $C_6=6.499$. The same states give a polarizability $2\sum_m|z_{0m}|^2/\omega_m=4.500$.

The hexagon has six pairs at $R$, six at $\sqrt3R$ and three at $2R$, so its pair sum in units of $R^{-6}$ is
\begin{equation}
S=6+\frac6{27}+\frac3{64}=6.269 .
\end{equation}
Every atom takes part in one third of this sum. Removing it leaves $\tfrac23S$, and
\begin{equation}
E_v^{\rm disp}=-\frac{C_6S}{R^6}\left(\frac23-\frac56\right)
=\frac{C_6S}{6R^6}=\frac{6.79}{R^6}.
\end{equation}
This leading term is $6.8$ microhartree at 10 bohr; the next one, which falls as $R^{-8}$, adds about $1.3$. In a complete basis, full CI therefore approaches zero from above as $R^{-6}$, since the overlap terms decay exponentially. At 6 bohr the same formula gives about $0.15$ millihartree, half the full-CI table entry, but it is only a rough estimate there: the $R^{-8}$ term adds about half as much again, and the atoms overlap. The table entry at 6 bohr is itself far from converged in the basis. Equation \eqref{spin}, with $J$ and $w$ taken from H$_2$, reproduces the 6-31G value of $0.30$ millihartree, but gives $0.41$ in aug-cc-pVDZ and $0.46$ in aug-cc-pVTZ, a shift of about $0.16$ millihartree.

At 2 bohr I checked the basis with CCSD(T), using an RHF reference for H$_6$ and a UHF reference for H$_5$. It differs from full CI by $0.16$ millihartree in 6-31G. Going to cc-pVDZ raises $E_v$ by $7.8$ millihartree, and going on to the s and p shells of cc-pVTZ raises it by another $0.2$. The last value is $0.0754$ hartree, about $2.05$ eV. Diffuse functions matter at this level: going from cc-pVDZ to aug-cc-pVDZ lowers $E_v$ by about $0.7$ millihartree, or $0.02$ eV, so the last digit shown is not converged. The effect of d functions was not computed.

The hexagon is a model geometry; free hydrogen atoms would pair into molecules. If the nuclei could relax to well-separated molecules of binding energy $D$, the products would be three H$_2$ from H$_6$, and two H$_2$ plus one atom from H$_5$. Then
\begin{equation}
E_v^{\rm relaxed}=5E_H-2D-\tfrac56(6E_H-3D)=\tfrac D2 .
\end{equation}
With $D$ roughly $4.7$ eV, leaving out zero-point motion, this is roughly $2.4$ eV. The zero limit therefore belongs to the unrelaxed vacancy.

For your own runs, check the restricted solution against \eqref{tail} at large $R$. At intermediate $R$, compare $\delta_5$ with $\tfrac56\delta_6$ before judging a method by $E_v$ alone. The total energies behind the table are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
H atom, 6-31G: E_H = -0.498233, E_half = -0.348852 hartree
Delta: 6-31G 0.149381, cc-pV5Z s shells 0.142523 hartree = 3.878 eV
Delta with frozen exact 1s orbital (5/32): 0.156250 hartree
Total energies in 6-31G (hartree): R/bohr, system, restricted, UHF, full CI
   2.0  H5  -2.616537  -2.633175  -2.698566
   2.0  H6  -3.225286  -3.225286  -3.318953
   3.0  H5  -2.458081  -2.545001  -2.596339
   3.0  H6  -2.997985  -3.068254  -3.151282
   4.0  H5  -2.303619  -2.502993  -2.521368
   4.0  H6  -2.746794  -3.006964  -3.033587
   6.0  H5  -2.109180  -2.491787  -2.492609
   6.0  H6  -2.422826  -2.990332  -2.991489
  10.0  H5  -1.994378  -2.491165  -2.491165
  10.0  H6  -2.244220  -2.989398  -2.989398
Vacancy energy E_v in 6-31G (hartree): R/bohr, restricted, UHF, full CI
   2.0  +0.071201  +0.054563  +0.067228
   3.0  +0.040240  +0.011877  +0.029729
   4.0  -0.014624  +0.002811  +0.006622
   6.0  -0.090158  +0.000156  +0.000298
  10.0  -0.124195  +0.000000  +0.000000
Vacancy energy E_v in 6-31G (eV): R/bohr, restricted, UHF, full CI
   2.0  +1.9375  +1.4847  +1.8294
   3.0  +1.0950  +0.3232  +0.8090
   4.0  -0.3979  +0.0765  +0.1802
   6.0  -2.4533  +0.0042  +0.0081
  10.0  -3.3795  +0.0000  +0.0000
R/bohr, UHF <S^2> of H5 and H6, restricted: H6 bond alternation, H5 top site spin
   2.0  0.8902  0.0000  0.0000  0.4061
   3.0  1.8254  1.6448  0.0000  0.8507
   4.0  2.4984  2.6289  0.0000  0.9636
   6.0  2.7395  2.9842  0.1928  0.9978
  10.0  2.7500  3.0000  0.4963  1.0000
R = 14 bohr, restricted E_v: computed -0.131524, law -0.131524 hartree
  symmetric H6 above dimer H6: computed 0.005952, 1/(12R) = 0.005952 hartree
STO-3G, R = 6 bohr: J = 349.91, w = 111.43 microhartree
  spin sums: e5 = -2.927886, e6 = -4.302776, e5 - 5 e6/6 = 0.657760
  full CI E_v: computed 118.77, from H2 118.73 microhartree
  UHF E_v: computed 63.62, from H2 63.65 microhartree
CCSD(T) E_v at R = 2 bohr, 6-31G: 0.067392 hartree
CCSD(T) E_v at R = 2 bohr, cc-pVDZ: 0.075183 hartree
CCSD(T) E_v at R = 2 bohr, cc-pVTZ s,p: 0.075372 hartree
  CCSD(T) minus full CI in 6-31G: +0.164 millihartree
  basis shifts: +7.791 then +0.188 millihartree
H atom: polarizability 4.5000, C6 = 6.4990 a.u.; ring pair sum S = 6.26910
Dispersion part of E_v = 6.7905/R^6: at R = 10 bohr 6.79 microhartree
\end{verbatim}
